# Hot-Electron Temperature and the Square-Root Drift Law for Acoustic Phonons

In a model semiconductor with its lattice at 20 K, a field of 4 V/cm drives electrons at $8.84\times10^5$ cm/s. Extrapolating the mobility from weak fields gives $1.22\times10^6$ cm/s, so 28% of the expected velocity is missing. Yet the drift is only a tenth of the mean thermal speed. Why does so small a drift change the mobility?

The electrons have warmed to 38 K. To find out how this happens, I start with electrons at the lattice temperature, then let them heat, and finally drop the assumed shape of their distribution.

## 1. One electron among thermal phonons

The electrons occupy one spherical parabolic band, $E=\hbar^2k^2/2m$, and are non-degenerate. They scatter from longitudinal acoustic phonons with $\omega=c_sq$. A strain shifts the band edge by $\Xi\,\nabla\cdot\mathbf u$, where $\mathbf u$ is the lattice displacement. In a crystal of volume $V$ and density $\rho$, a mode has squared displacement amplitude $\hbar/(2\rho V\omega)$, and the divergence contributes $q^2$. The squared coupling is therefore

$$
|M_q|^2=\frac{\Xi^2\hbar q}{2\rho Vc_s},
$$

multiplied by $N_q$ for absorption or $N_q+1$ for emission.

Assume equipartition: $\hbar c_sq\ll k_BT$ for the phonons that matter, so $N_q\simeq N_q+1\simeq k_BT/(\hbar c_sq)$. The factors of $q$ cancel. Absorption and emission together give $\Xi^2k_BT/(\rho Vc_s^2)$, the same for every scattering angle.

For the rate, the small phonon energy can be neglected. Spin is conserved, so the density of final states per unit volume is that of one spin:

$$
g=\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{dE}=\frac{mk}{2\pi^2\hbar^2}.
$$

The golden rule then gives

$$
\frac1\tau=\frac{2\pi}{\hbar}\frac{\Xi^2k_BT}{\rho c_s^2}\,g
=\frac{m\,\Xi^2k_BT\,k}{\pi\hbar^3\rho c_s^2}.
$$

With $k=mv/\hbar$ this is

$$
\frac1\tau=\frac vl,\qquad
l=\frac{\pi\hbar^4\rho c_s^2}{m^2\Xi^2k_BT}. \tag{1}
$$

The mean free path depends on the lattice temperature but not on the electron's speed. Because all final directions are equally likely, the mean velocity after a collision is zero, and $1/\tau$ is also the momentum relaxation rate.

The example uses $m=0.2m_e$, $c_s=5\times10^5$ cm/s, $\rho=5$ g/cm³ and $\Xi=9$ eV. At 20 K, $l=2.55$ µm.

## 2. Drift at a given electron temperature

Let $F$ be the field magnitude and let $z$ point along the force $eF$; this removes the sign of the electron charge. The algebra uses Gaussian units, although the field enters only through this force.

Write $f=f_0+f_1$, with $f_0$ isotropic. To first order in the anisotropy, the steady Boltzmann equation is

$$
\frac{eF}{m}\frac{\partial f_0}{\partial v_z}=-\frac{f_1}{\tau}.
$$

Now make the central assumption: $f_0\propto e^{-E/k_BT_e}$, where $T_e$ may differ from $T$. When the field heats the electrons, phonon scattering alone does not produce this shape. It requires electrons to share energy among themselves faster than they lose it to phonons. The drift calculation below also requires their mutual collisions to be slower than the loss of momentum to phonons. If they are faster, the whole Maxwellian is displaced: the mobility is then lower by the factor $9\pi/32=0.88$, the coefficient $3\pi/32$ in the energy balance of Section 4 becomes $1/3$ when written with that lower mobility, and the example reaches 36.9 K instead of 38.4 K. Then $\partial f_0/\partial v_z=-(mv_z/k_BT_e)f_0$, and

$$
f_1=\frac{eF\tau v_z}{k_BT_e}f_0.
$$

Averaging $v_z$ uses $\langle v_z^2\tau\rangle=\langle v^2\tau\rangle/3$ and $v\tau=l$:

$$
v_d=\frac{eF}{3k_BT_e}\langle v^2\tau\rangle
=\frac{eFl}{3k_BT_e}\langle v\rangle .
$$

For a Maxwellian $\langle v\rangle=\sqrt{8k_BT_e/\pi m}$, so

$$
v_d=\frac{4elF}{3\sqrt{2\pi mk_BT_e}}.
$$

**Limit $T_e=T$.** This is the weak-field case, and it defines the ohmic mobility:

$$
\mu_0=\frac{4el}{3\sqrt{2\pi mk_BT}}. \tag{2}
$$

For other electron temperatures, with $x=T_e/T$,

$$
\mu=\frac{\mu_0}{\sqrt x},\qquad v_d=\frac{\mu_0F}{\sqrt x}. \tag{3}
$$

Hot electrons cover the same path $l$ in less time, so the field has less time to accelerate them. The example has $\mu_0=3.06\times10^5$ cm²/Vs.

A check that does not use $f_1$ follows accelerated flights and weights them by their survival probability. At an acceleration of 0.01 in units of $2k_BT_e/(ml)$, the mean velocity was 0.9992 times the formula.

## 3. How fast hot electrons lose energy

Equation (3) needs $T_e$, which is set by energy exchange. Here the phonon energy cannot be dropped, since it is the energy being lost.

Take two electron states $\mathbf k$ and $\mathbf k+\mathbf q$, separated in energy by $\hbar\omega$. The upper state emits at a rate proportional to $(N_q+1)f(E+\hbar\omega)$, and the lower absorbs in proportion to $N_qf(E)$. Their difference is $f(E)$ times

$$
B=(N_q+1)e^{-\hbar\omega/k_BT_e}-N_q .
$$

Let $w=\hbar\omega/k_BT$. Since $N_q+1=e^wN_q$,

$$
B=\frac{e^{w(1-T/T_e)}-1}{e^w-1}
\;\longrightarrow\;1-\frac{T}{T_e}\qquad(w\ll1).
$$

This vanishes at equal temperatures, as it must. Although emission and absorption are each proportional to the large number $N_q$, their difference is of order one.

In the power per electron, each mode contributes its energy times its coupling:

$$
\hbar c_sq\,\frac{2\pi}{\hbar}\,\frac{\Xi^2\hbar q}{2\rho Vc_s}
=\frac{\pi\Xi^2\hbar q^2}{\rho V}.
$$

The sum over $\mathbf q$ is a sum over final states on the energy shell. There $q^2=|\mathbf k'-\mathbf k|^2=2k^2(1-\cos\theta)$ has angular average $2k^2$. Thus $\sum_{\mathbf q}q^2\delta(E_{\mathbf k+\mathbf q}-E_{\mathbf k})=2k^2Vg$, and

$$
P=\left(1-\frac T{T_e}\right)\frac{\pi\Xi^2\hbar}{\rho}
\left\langle2k^2\frac{mk}{2\pi^2\hbar^2}\right\rangle
=\left(1-\frac T{T_e}\right)\frac{\Xi^2m\langle k^3\rangle}{\pi\rho\hbar}.
$$

From (1), $\Xi^2/(\pi\rho)=\hbar^4c_s^2/(m^2k_BTl)$. Substituting this and $k=mv/\hbar$ gives

$$
P=\left(1-\frac T{T_e}\right)\frac{m^2c_s^2\langle v^3\rangle}{k_BT\,l}. \tag{4}
$$

With $v_p=\sqrt{2k_BT_e/m}$, the Maxwellian average is

$$
\langle v^3\rangle=\frac{4v_p^3}{\sqrt\pi}\int_0^\infty t^5e^{-t^2}dt
=\frac4{\sqrt\pi}\left(\frac{2k_BT_e}{m}\right)^{3/2},
$$

because the integral equals 1.

The coupling can now be replaced by the mobility. Equation (2) gives $l=3\mu_0\sqrt{2\pi mk_BT}/(4e)$, so

$$
P=\frac{x-1}{x}\,\frac{m^2c_s^2}{k_BT}\,
\frac{4e}{3\mu_0\sqrt{2\pi mk_BT}}\,
\frac4{\sqrt\pi}\left(\frac{2xk_BT}{m}\right)^{3/2}.
$$

All powers of $m$ and $k_BT$ cancel. The numerical factor is $16\cdot2\sqrt2/(3\pi\sqrt2)=32/(3\pi)$, leaving

$$
P=\frac{32\,e\,c_s^2}{3\pi\mu_0}(x-1)\sqrt x. \tag{5}
$$

**Two limits.** Near equilibrium the loss is linear in $T_e-T$. For $x\gg1$ it grows as $T_e^{3/2}$.

## 4. The energy balance

In the steady state, the field's power $e\mu F^2=e\mu_0F^2/\sqrt x$ equals $P$. Multiplying both sides by $\sqrt x$ and collecting factors gives

$$
x(x-1)=\frac{3\pi}{32}\,y^2,\qquad y=\frac{\mu_0F}{c_s}.
$$

This quadratic has one positive root, since the product of its roots is negative:

$$
\boxed{\frac{T_e}{T}=\frac12\left[1+\sqrt{1+\frac{3\pi}{8}\left(\frac{\mu_0F}{c_s}\right)^2}\right]} \tag{6}
$$

For the example, $\mu_0F=c_s$ at 1.633 V/cm. At 4 V/cm, $y=4/1.633=2.45$, and

$$
x=\tfrac12\left[1+\sqrt{1+1.178\times6.00}\right]=1.92,
\qquad T_e=38.4\ \text{K}.
$$

The drift velocity is $1.225\times10^6/\sqrt{1.92}=8.84\times10^5$ cm/s, which accounts for the missing 28%. The power per electron is $3.54\times10^6$ eV/s.

**Weak field.** Expanding (6) gives $x\simeq1+(3\pi/32)y^2$, hence $v_d\simeq\mu_0F[1-(3\pi/64)y^2]$. The natural scale for departure from Ohm's law is $\mu_0F\sim c_s$. The drift is compared with the sound speed, not the thermal speed, because the sound speed controls how inefficiently collisions remove energy.

**Strong field.** For $y\gg1$, $x\simeq y\sqrt{3\pi/32}$. Equation (3) becomes

$$
\boxed{v_d\longrightarrow\left(\frac{32}{3\pi}\right)^{1/4}\sqrt{\mu_0c_sF}
=1.357\sqrt{\mu_0c_sF}} \tag{7}
$$

The powers have a simple origin. Heating varies as $F^2T_e^{-1/2}$ and loss as $T_e^{3/2}$, so $T_e\propto F$. The mobility falls as $F^{-1/2}$, and the velocity rises as $F^{1/2}$.

To see how the limit is approached, take the logarithmic derivative of the balance:

$$
\left(1+\frac{x}{x-1}\right)d\ln x=2\,d\ln F
\quad\Rightarrow\quad
\frac{d\ln x}{d\ln F}=\frac{2(x-1)}{2x-1}.
$$

Since $\ln v_d=\ln F-\frac12\ln x+\text{const}$,

$$
\frac{d\ln v_d}{d\ln F}=1-\frac{x-1}{2x-1}=\frac{x}{2x-1}. \tag{8}
$$

The exponent falls from 1 to $\frac12$. It is 0.68 at 4 V/cm, so the example is between the two regimes.

To test the algebra, the balance was also solved from golden-rule integrals with Bose occupations and phonon energies retained. The sound speed was reduced a hundredfold to enforce equipartition. At $y=0.5$, 2, 10 and 100, $T_e/T$ agreed with (6) to a relative $4\times10^{-5}$. Between $y=100$ and 200 the velocity exponent was 0.503.

## 5. How far can the strong-field limit be taken?

Two approximations need checking as the electrons heat. The first is the small anisotropy used for drift. Dividing (3) by $\langle v\rangle=\sqrt{8xk_BT/\pi m}$ gives

$$
\frac{v_d}{\langle v\rangle}=\frac{\mu_0F}{x}\sqrt{\frac{\pi m}{8k_BT}}
\;\longrightarrow\;2c_s\sqrt{\frac{m}{3k_BT}}
\qquad(y\gg1).
$$

The ratio saturates, because drift grows as $\sqrt F$ and so does thermal speed. It stays small if $mc_s^2\ll k_BT$.

The second approximation is equipartition. A typical phonon energy is $c_s\sqrt{8mk_BT_e}$, which grows with electron temperature. Requiring it to be well below $k_BT$ leaves the window

$$
1\ll\frac{T_e}{T}\ll\frac{k_BT}{8mc_s^2}
$$

for the square-root law. In the example the typical phonon energy is $0.503k_BT$ at $x=1.92$, so the right-hand side is $1.92/0.503^2\simeq7.6$. There is no wide asymptotic range, even before other scattering is considered.

## 6. Without the Maxwellian

Suppose electrons do not exchange energy with one another. Is the square root still there? The distribution must now be derived from a balance of fluxes in energy.

First consider the field. Before a shape is assumed, the Boltzmann equation gives $f_1=-eF\tau v\cos\theta\,f_0'$, where the prime means $d/dE$. The field carries electrons outward through a sphere in velocity space with mean flux density

$$
\frac{eF}{m}\overline{\cos\theta f_1}=-\frac{e^2F^2\tau v}{3m}f_0'.
$$

Multiplying by $dE/dv=mv$ converts this to a flux in energy, $-gD_Ff_0'$ with

$$
D_F=\frac{e^2F^2v^2\tau}{3}=\frac{e^2F^2vl}{3}.
$$

Phonons cause small steps up and down in energy. Their diffusion coefficient is half the mean squared step per unit time:

$$
D_{ph}=\frac12\frac{\hbar^2c_s^2(2k^2)}{\tau}=\frac{m^2c_s^2v^3}{l}.
$$

Their flux must vanish for $f_0\propto e^{-E/k_BT}$, which fixes the accompanying drag: the flux is $-gD_{ph}(f_0'+f_0/k_BT)$. In a steady state with no electrons entering or leaving, the total flux is zero:

$$
(D_F+D_{ph})f_0'=-D_{ph}\frac{f_0}{k_BT}.
$$

With $u=E/k_BT$ and $v^2=2E/m$, the ratio is $D_F/D_{ph}=s/u$, where

$$
s=\frac{e^2F^2l^2}{6mc_s^2k_BT}=\frac{3\pi}{16}y^2.
$$

The last step uses $e^2l^2=9\pi mk_BT\mu_0^2/8$ from (2). Therefore

$$
\frac{d\ln f_0}{du}=-\frac{u}{u+s}=-1+\frac{s}{u+s},
\qquad f_0\propto\left(1+\frac us\right)^se^{-u}. \tag{9}
$$

As $s\to0$ this returns the lattice Maxwellian.

For the drift, $f_1$ gives $v_d=-(eFl/3)\int gvf_0'dE/\int gf_0dE$. Here $g\propto\sqrt E$ and $gv\propto E$. Integrating by parts and normalizing to the lattice Maxwellian gives

$$
\frac{v_d}{\mu_0F}=\frac{\sqrt\pi}{2}
\frac{\int_0^\infty f_0\,du}{\int_0^\infty\sqrt u\,f_0\,du}.
$$

**Strong field.** For $s\gg1$ the important energies have $u\sim\sqrt s\ll s$. Expanding the logarithm gives $f_0\propto e^{-u^2/2s}$. The integrals are $\sqrt{\pi s/2}$ and $\frac12(2s)^{3/4}\Gamma(3/4)$, so

$$
v_d\to\frac{\pi}{2^{5/4}\Gamma(3/4)}\left(\frac{16}{3\pi}\right)^{1/4}
\sqrt{\mu_0c_sF}=1.230\sqrt{\mu_0c_sF}.
$$

The exponent survives and the prefactor falls by 9%. Formula (6) depends on the Maxwellian; the square-root law does not. The first departure from Ohm's law is more sensitive: as $y\to0$, (9) gives $v_d\simeq\mu_0F[1-0.36y^2]$, with $0.36=(3\pi/8)(1-\ln2)$, whereas the Maxwellian coefficient is $3\pi/64=0.147$.

A master equation with discrete phonon jumps tested (9) at $y=3$ and $c_s\sqrt{m/k_BT}=0.05$. It gave a mean energy of $3.357k_BT$, against 3.355 from (9), and $v_d/(\mu_0F)=0.617$ from both. In the example at 4 V/cm, (9) lowers the drift velocity by 8%, to $8.13\times10^5$ cm/s. There $c_s\sqrt{m/k_BT}=0.128$, and keeping Bose occupations and phonon energies in full lowers the value by a further 1–2%, to about $8.0\times10^5$ cm/s.

## 7. Ellipsoidal valleys

Let a valley have masses $m_l,m_t,m_t$, with $\Xi$ still isotropic and all valleys heated equally. Scaling $k_i=\sqrt{m_i}\,w_i$ turns the energy surface into a sphere, so its averages are $\langle\hbar^2k_i^2\rangle=2Em_i/3$ and $\langle v_i^2\rangle=2E/(3m_i)$. Define

$$
m_a=\frac{m_l+2m_t}{3},\qquad
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
$$

The phonon coefficient becomes $D_{ph}=2m_ac_s^2E/\tau$, and the field coefficient, averaged over valleys, $D_F=2e^2F^2E\tau/(3m_c)$. Their ratio varies as $\tau^2/(m_am_c)$. Since $\mu_0\propto\tau/m_c$, at fixed $\mu_0$ this is proportional to $m_c/m_a$. Thus $y^2$ in (6) is replaced by $y^2m_c/m_a$. Equal masses restore the earlier result.

For $m_l/m_t=5$ the factor is 0.584. With $\mu_0$, $F$ and $c_s$ held fixed, $T_e$ falls from 38.4 to 32.7 K. Germanium has $m_l/m_t\simeq19$; its factor is 0.21, and $T_e$ would be only 25.7 K. Mass anisotropy is the largest temperature correction found here at 4 V/cm.

## 8. What else acts at 4 V/cm?

**Phonons.** Keeping Bose occupations and phonon energies, with a relaxation time taken from the momentum-loss rate, changes $T_e$ to 38.8 K and the velocity by about 1%. For inelastic collisions such a relaxation time is itself approximate, so this shows only that the correction is small. Adding optical phonons of 40 meV, with a coupling of $5\times10^8$ eV/cm, brings $T_e$ to 38.6 K. The optical loss rises steeply: evaluated at the temperature from (6), it is 2% of the acoustic loss at 4 V/cm and 73% at 8 V/cm. The two are equal at 8.6 V/cm, where (8) still gives an exponent of 0.59. These figures assume that the Maxwellian extends to 40 meV, far into its tail. The distribution (9) has many fewer electrons there: counting them in (9) as it stands gives an optical loss of about 0.01% of the acoustic loss at 4 V/cm and 1.5% at 8 V/cm. At the higher fields this count is too high, because optical emission empties the tail and equipartition fails at 40 meV, where acoustic phonon energies reach $1.75k_BT$. With both effects included the ratio is about 0.5% at 8 V/cm, 15% at 14 V/cm and still only about one half at 20 V/cm. The field at which optical phonons intervene therefore depends strongly on the tail.

**Coulomb collisions.** Take $10^{13}$ cm⁻³ each of free electrons, ionized donors and neutral donors, and a permittivity of 16. A rough Coulomb rate is $6.9\times10^9$ s⁻¹. This is 4.6 times the energy relaxation rate, giving moderate support to the Maxwellian near thermal energies, but not in the tail at 40 meV, where electrons exchange energy more slowly than they lose it to phonons. The same rate is 17% of the acoustic momentum relaxation rate at $T_e=38$ K. Colder electrons are deflected more strongly: in a screened-Coulomb estimate, these ions lower the ohmic mobility at 20 K by about a third and reduce the missing velocity at 4 V/cm from 28% to about 11%. That estimate uses the Born approximation, which is doubtful for such slow electrons; classical cutoffs give a mobility lower by about a quarter and a missing velocity of about 15%. The 28% therefore describes acoustic scattering alone.

**Breakdown and filling.** The hydrogenic donor binding energy is 10.6 meV, about $3.2k_BT_e$. If every electron above this energy could ionize a neutral donor with the geometric cross-section $\pi a_B^2$, where $a_B$ is the donor's Bohr radius, the cost would be roughly 2.5% of the acoustic power. The actual cost should be smaller. The cross-section rises from zero at threshold, and in equilibrium at 20 K the assumed free and ionized densities would leave only about a quarter as many neutral donors. Ionization also creates carriers, so current need not follow velocity. A 0.7 eV gap is $211k_BT_e$, so impact ionization across the gap is negligible. The probability of tunnelling between the bands is of order $e^{-2.6\times10^6}$, which is negligible as well. The electron density is $2.6\times10^{-4}$ of the effective density of states $2(mk_BT/2\pi\hbar^2)^{3/2}$, so degeneracy is negligible too.

**Comparison with real devices.** Apart from the single spherical mass, which leaves out the strong anisotropy of germanium, the band and phonon parameters are round values in the rough range of high-purity, non-polar semiconductors used in cooled radiation detectors. The model also omits intervalley phonons, which in many-valley materials have energies below 40 meV and act at lower fields. As an illustration, take three final valleys, the same mass and a Maxwellian at 38 K. A 27.6 meV phonon with coupling $3\times10^8$ eV/cm would then remove about two thirds as much power as the acoustic phonons, and a 10.3 meV phonon with coupling $2\times10^7$ eV/cm about one third; either alone would lower $T_e$ at 4 V/cm to about 35 K. The operating conditions are not typical: large detectors of this kind commonly run near liquid-nitrogen temperature, at fields far above 4 V/cm, and are depleted of free carriers. Depletion removes the support for the Maxwellian; within this model that costs 8% in velocity at 4 V/cm. Temperature matters much more. With $T_e/T=2$ and the same material parameters, optical loss is 19 times acoustic loss at 77 K and 23 times at 300 K. Equation (6) should not be used to predict $T_e$ under those conditions.

The remaining field values and checks are in the numerical output. For this model, (6) is a useful estimate up to a few V/cm at 20 K, while (7) marks a limit that the velocity approaches but does not reach before other losses take over.

## Computed results

```
Inputs: T = 20 K, m = 0.2 m_e, F = 4.0 V/cm
Inputs: cs = 5.0e+05 cm/s, density = 5.0 g/cm^3
Input: deformation potential = 9.0 eV
Mean free path l = 2549 nm
Low-field mobility mu0 = 3.062e+05 cm^2/Vs
Field where mu0 F = cs: 1.633 V/cm
mu0 F/cs = 2.450; Te/T = 1.920; Te = 38.41 K
kT = 1.723 meV; kTe = 3.310 meV
Drift velocity = 8.839e+05 cm/s; ohmic value = 1.225e+06 cm/s
Hot mobility = 2.21e+05 cm^2/Vs
Power per electron = 3.536e+06 eV/s
Drift / mean thermal speed = 0.1027
Table: F (V/cm), Te (K), v (cm/s), local exponent, optical/acoustic loss
  1  22.01  2.919e+05  0.916  2.18e-05
  2  26.64  5.307e+05  0.801  2.67e-04
  4  38.41  8.839e+05  0.676  1.71e-02
  8  64.11  1.368e+06  0.592  7.25e-01
High-field prefactor of sqrt(mu0 cs F), Maxwellian: 1.3574
Same prefactor without electron-electron collisions: 1.2304
Test: largest relative error of Te/T formula = 3.6e-05
Test: exponent between mu0 F/cs = 100 and 200: 0.5032
Test: flight drift / formula = 0.9992
Test: master equation, mean energy/kT = 3.3568, v/(mu0 F) = 0.6171
Test: analytic f, mean energy/kT = 3.3545, v/(mu0 F) = 0.6173
Neglected effects at the example field:
Typical phonon energy cs sqrt(8 m kTe) / kT = 0.503
Bose phonons, inelastic: Te = 38.83 K, v = 8.906e+05 cm/s
Optical phonon input: 40 meV, coupling 5.0e+08 eV/cm
Bose plus optical phonons: Te = 38.60 K
Optical loss equals acoustic loss at F = 8.63 V/cm, Te = 68.2 K
No e-e collisions: 2<E>/3k = 39.12 K, v = 8.126e+05 cm/s
Density input (electrons, ions, neutral donors each) = 1e+13 cm^-3
Permittivity input = 16; Coulomb logarithm = 5.16
Coulomb collision rate (e-e or impurity, rough) = 6.88e+09 1/s
Acoustic momentum rate e/(m mu) = 3.98e+10 1/s
Acoustic energy relaxation rate = 1.49e+09 1/s
Donor binding = 10.63 meV; donor ionization/acoustic loss (rough) = 0.025
Gap input = 0.7 eV; gap/kTe = 211; tunnelling exponent = 2.63e+06
Degeneracy: density / band-edge density of states = 2.59e-04
Mass ratio 5: heating factor = 0.5844, Te = 32.65 K at same mu0
Lattice at 77 K, Te/T = 2: optical/acoustic loss = 19.4
Lattice at 300 K, Te/T = 2: optical/acoustic loss = 23.2
```
